# Surface-potential footprint of one dopant below a gated oxide: test program

```python
"""
Surface potential of one point charge q at depth d below an oxide of thickness t
that carries an ideal metal gate; semiconductor depleted, gate voltage fixed.
Result under test (deep depletion), with beta = (es-eo)/(es+eo):
  phi(r) = q/(2 pi (es+eo)) * { 1/sqrt(r^2+d^2)
           - (1-beta) sum_{n>=1} beta^(n-1)/sqrt(r^2+(d+2 n t)^2) }
and its Hankel form for a depletion layer of finite depth W (phi = 0 at z = W).
es, eo: relative permittivities of semiconductor and oxide. Lengths in nm,
potentials in V, charges in units of e; Q0 = e/epsilon_0 in V nm.
"""
import numpy as np
from scipy import sparse
from scipy.constants import e, epsilon_0
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.sparse.linalg import spsolve
from scipy.special import j0, k0

Q0 = e / epsilon_0 * 1e9
ES, EO, T, D, W = 12.0, 4.0, 1.5, 3.0, 20.0
CHARGE = -1.0


def images(r, d=D, t=T, es=ES, eo=EO, count=200):
    """Footprint from the image series with the given number of images."""
    beta = (es - eo) / (es + eo)
    n = np.arange(1, count + 1)
    series = np.sum(beta ** (n - 1.0) / np.sqrt(r**2 + (d + 2 * n * t) ** 2))
    bracket = 1 / np.sqrt(r**2 + d**2) - (1 - beta) * series
    return CHARGE * Q0 / (2 * np.pi * (es + eo)) * bracket


# composite Gauss-Legendre rule for the Hankel integrals
PANELS, KMAX = 400, 14.0
x, w = np.polynomial.legendre.leggauss(20)
width = KMAX / PANELS
K = (width * (np.arange(PANELS)[:, None] + 0.5 * (x + 1))).ravel()
WK = np.tile(0.5 * width * w, PANELS)


def hankel(r, d=D, t=T, es=ES, eo=EO, depth=None):
    """Footprint by quadrature; depth=None means a very deep depletion layer."""
    if depth is None:
        kernel = np.exp(-K * d) / (es + eo / np.tanh(K * t))
    else:
        ratio = np.exp(-K * d) * np.expm1(-2 * K * (depth - d))
        ratio /= np.expm1(-2 * K * depth)
        kernel = ratio / (es / np.tanh(K * depth) + eo / np.tanh(K * t))
    return CHARGE * Q0 / (2 * np.pi) * np.sum(WK * j0(K * r) * kernel)


H, RADIUS = 0.125, 50.0


def finite_volume(eo, gate_voltage=0.0):
    """Axisymmetric Poisson equation on a grid; no lateral flux at r = RADIUS."""
    nr, nz = round(RADIUS / H), round((T + W) / H)
    r = (np.arange(nr) + 0.5) * H
    area = 2 * np.pi * r * H
    eps_half = np.where(np.arange(nz) < round(T / H), eo, ES)
    eps_node = 0.5 * (eps_half[1:] + eps_half[:-1])
    vertical = sparse.diags(
        [-eps_half[1:-1] / H, (eps_half[1:] + eps_half[:-1]) / H,
         -eps_half[1:-1] / H], [-1, 0, 1])
    g = 2 * np.pi * H * np.arange(1, nr)
    radial = sparse.diags([-g, np.append(g, 0) + np.insert(g, 0, 0), -g],
                          [-1, 0, 1])
    matrix = (sparse.kron(vertical, sparse.diags(area))
              + sparse.kron(sparse.diags(eps_node * H), radial / H)).tocsc()
    source = np.zeros((nz - 1, nr))
    source[round((T + D) / H) - 1, 0] = CHARGE * Q0
    source[0] += gate_voltage * eo * area / H
    phi = spsolve(matrix, source.ravel(), permc_spec="MMD_AT_PLUS_A")
    return r, area, phi.reshape(nz - 1, nr)[round(T / H) - 1]


# 1. Hankel formula with finite depth against the grid solution, two oxides
worst = 0.0
for eo in (EO, 20.0):
    r_grid, area, surface = finite_volume(eo)
    for j in (0, 8, 24, 40, 80, 160):
        ref = hankel(r_grid[j], eo=eo, depth=W)
        worst = max(worst, abs(surface[j] / ref - 1))
    rule = CHARGE * Q0 * (1 - D / W) / (eo / T + ES / W)
    assert abs(np.sum(area * surface) / rule - 1) < 1e-7
assert worst < 0.01  # grid spacing and source spread over one cell

# 2. a uniform gate change restores the mean surface potential
disc = np.pi * RADIUS**2
v_comp = -CHARGE * Q0 * (1 - D / W) / (disc * EO / T)
_, area, surface = finite_volume(EO, v_comp)
assert abs(np.sum(area * surface) / disc) < 1e-6 * abs(v_comp)

# 3. image series against quadrature, beta positive, zero and negative
for eo in (EO, ES, 20.0):
    for r in (0.0, 2.0, 10.0, 50.0):
        assert abs(images(r, eo=eo) - hankel(r, eo=eo)) < 1e-10

# 4. finite depth tends to the deep-depletion result
for r in (0.0, 5.0, 20.0):
    assert abs(hankel(r, depth=400.0) / images(r) - 1) < 1e-3

# 5. integral over the surface and inverse-cube tail, for equal capacitance
EO_HIGH = 20.0
T_HIGH = T * EO_HIGH / EO
LAM = ES * T / EO


def tail(r, d=D):
    return CHARGE * Q0 * LAM * (d + LAM) / (2 * np.pi * ES * r**3)


for eo, t in ((EO, T), (EO_HIGH, T_HIGH)):
    assert abs(images(1000.0, t=t, eo=eo) / tail(1000.0) - 1) < 2e-3
    for d in (1.0, 3.0, 10.0):
        cut, total = 1000.0, 0.0
        edges = [0.0, 5.0, 20.0, 100.0, cut]
        for a, b in zip(edges[:-1], edges[1:]):
            total += quad(lambda s: 2 * np.pi * s * images(s, d=d, t=t, eo=eo),
                          a, b, epsabs=1e-9, epsrel=1e-9)[0]
        total += 2 * np.pi * cut**2 * tail(cut, d)
        assert abs(total / (CHARGE * Q0 * T / EO) - 1) < 1e-4

# 6. slowest lateral mode of the layer between gate and neutral body
kappa = brentq(lambda q: ES / np.tan(q * W) + EO / np.tan(q * T),
               np.pi / (2 * W), np.pi / W * (1 - 1e-9))
amp = 2 * CHARGE * Q0 * np.sin(kappa * (W - D)) / np.sin(kappa * W)
amp /= ES * W / np.sin(kappa * W) ** 2 + EO * T / np.sin(kappa * T) ** 2


def mode(r):
    return amp / (2 * np.pi) * k0(kappa * r)


assert abs(mode(50.0) / hankel(50.0, depth=W) - 1) < 0.01

# 7. truncating the series leaves a false monopole beta**N
BETA = (ES - EO) / (ES + EO)
N_CUT = 4
false_tail = CHARGE * Q0 * BETA**N_CUT / (2 * np.pi * (ES + EO))
excess = images(5000.0, count=N_CUT) - images(5000.0)
assert abs(excess * 5000.0 / false_tail - 1) < 0.01


def half_width(d):
    return brentq(lambda r: images(r, d=d) / images(0.0, d=d) - 0.5, 0, 20 * d)


print(f"relative permittivities: semiconductor {ES:.0f}, oxide {EO:.0f}")
print(f"t = {T} nm, d = {D} nm, W = {W} nm, charge = {CHARGE:.0f} e")
print(f"e/epsilon_0 = {Q0:.4f} V nm")
print(f"beta = {BETA:.3f}, lambda = es t/eo = {LAM:.3f} nm")
pref = CHARGE * Q0 / (2 * np.pi * (ES + EO))
print(f"prefactor q/(2 pi (es+eo)) = {1e3*pref:.2f} mV nm")
print("phi in mV: r/nm, no gate, gate (deep), gate and body (W)")
for r in (0.0, 2.0, 5.0, 10.0, 20.0, 50.0):
    bare = pref / np.hypot(r, D)
    print(f"  {r:4.0f} {1e3*bare:10.4f} {1e3*images(r):10.5f}"
          f" {1e3*hankel(r, depth=W):10.5f}")
print("deep depletion: d/nm, peak/mV, half-width at half maximum/nm")
for d in (1.0, 3.0, 6.0, 10.0):
    print(f"  {d:4.0f} {1e3*images(0.0, d=d):9.3f} {half_width(d):8.3f}")
print(f"half-width without gate, d = {D} nm: {np.sqrt(3)*D:.3f} nm")
print(f"inverse-cube tail at 50 nm: {1e3*tail(50.0):.5f} mV")
print(f"series cut at {N_CUT} images, r = 50 nm: "
      f"{1e3*images(50.0, count=N_CUT):.5f} mV")
print(f"false monopole fraction beta^{N_CUT} = {BETA**N_CUT:.4f}")
print(f"surface integral, deep: {CHARGE*Q0*T/EO:.4f} V nm^2")
print(f"surface integral, W = {W} nm: "
      f"{CHARGE*Q0*(1-D/W)/(EO/T+ES/W):.4f} V nm^2")
print(f"equal capacitance, oxide {EO_HIGH:.0f}, t = {T_HIGH} nm:")
print(f"  peak {1e3*images(0.0, t=T_HIGH, eo=EO_HIGH):.3f} mV, "
      f"at 50 nm {1e3*images(50.0, t=T_HIGH, eo=EO_HIGH):.5f} mV")
print(f"same t = {T} nm, oxide {EO_HIGH:.0f}: peak "
      f"{1e3*images(0.0, eo=EO_HIGH):.3f} mV")
print(f"slowest mode: kappa = {kappa:.5f} 1/nm, 1/kappa = {1/kappa:.3f} nm")
print(f"slowest mode at 50 nm: {1e3*mode(50.0):.5f} mV")
AREA = 30.0 * 30.0
print(f"gate compensation, area {AREA:.0f} nm^2: "
      f"{-1e3*CHARGE*Q0*(1-D/W)/(AREA*EO/T):.3f} mV")
print(f"largest grid-to-formula deviation: {100*worst:.3f} percent")
print("OK")
```

Printed output:

```
relative permittivities: semiconductor 12, oxide 4
t = 1.5 nm, d = 3.0 nm, W = 20.0 nm, charge = -1 e
e/epsilon_0 = 18.0951 V nm
beta = 0.500, lambda = es t/eo = 4.500 nm
prefactor q/(2 pi (es+eo)) = -180.00 mV nm
phi in mV: r/nm, no gate, gate (deep), gate and body (W)
     0   -59.9985  -36.82143  -36.46148
     2   -49.9218  -27.66841  -27.31024
     5   -30.8690  -11.99737  -11.64833
    10   -17.2404   -3.62085   -3.30180
    20    -8.9002   -0.73338   -0.50294
    50    -3.5934   -0.06033   -0.00598
deep depletion: d/nm, peak/mV, half-width at half maximum/nm
     1  -147.338    1.394
     3   -36.821    3.490
     6   -13.644    6.229
    10    -6.159    9.638
half-width without gate, d = 3.0 nm: 5.196 nm
inverse-cube tail at 50 nm: -0.06480 mV
series cut at 4 images, r = 50 nm: -0.26750 mV
false monopole fraction beta^4 = 0.0625
surface integral, deep: -6.7857 V nm^2
surface integral, W = 20.0 nm: -4.7084 V nm^2
equal capacitance, oxide 20, t = 7.5 nm:
  peak -24.478 mV, at 50 nm -0.06576 mV
same t = 1.5 nm, oxide 20: peak -13.886 mV
slowest mode: kappa = 0.13028 1/nm, 1/kappa = 7.675 nm
slowest mode at 50 nm: -0.00597 mV
gate compensation, area 900 nm^2: 6.409 mV
largest grid-to-formula deviation: 0.055 percent
OK
```
